# Bruggeman conductivity of a half-switched correlated-oxide film: test program

```python
"""
Result under test: in a three-dimensional random mixture of spherical grains,
Bruggeman theory with metallic fraction f and a perfectly insulating second
constituent gives sigma_e = sigma_m*(3*f - 1)/2 for f > 1/3, hence
sigma_e = sigma_m/4 at f = 1/2.
sigma_m, sigma_i, sigma_e: metallic, insulating, effective conductivity.
x = sigma_i/sigma_m. E0: mean field. Conductivities in tests are in sigma_m.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve


def grain_field(sigma, medium, dim):
    """Internal field / E0 of a unit-radius grain, from the radial equation.

    Potential = -g(r) cos(theta); finite volumes in s = ln(r).
    The grain surface s = 0 lies on a cell face.
    """
    h = 0.002
    n_in, n_out = 1000, 2500
    n = n_in + n_out
    faces = (np.arange(n + 1) - n_in) * h
    centres = 0.5 * (faces[1:] + faces[:-1])
    cond = np.where(centres < 0, sigma, medium)
    weight = np.exp((dim - 2) * faces)
    link = weight[1:-1] * 2 * cond[1:] * cond[:-1] / (cond[1:] + cond[:-1]) / h
    diagonal = (dim - 1) * cond * np.exp((dim - 2) * centres) * h
    diagonal[:-1] += link
    diagonal[1:] += link
    # regular solution g proportional to r at the inner edge
    diagonal[0] += weight[0] * cond[0] * np.exp(-h / 2)
    # uniform far field g = r at the outer edge
    outer = weight[-1] * cond[-1] * 2 / h
    diagonal[-1] += outer
    rhs = np.zeros(n)
    rhs[-1] = outer * np.exp(faces[-1])
    band = np.zeros((3, n))
    band[0, 1:] = -link
    band[1] = diagonal
    band[2, :-1] = -link
    g = solve_banded((1, 1), band, rhs)
    k = n_in // 2
    return g[k] / np.exp(centres[k])


def bruggeman(f, x, dim=3):
    """Positive root of the vanishing mean polarization condition."""
    def condition(s):
        return (f * (1 - s) / (1 + (dim - 1) * s)
                + (1 - f) * (x - s) / (x + (dim - 1) * s))
    return brentq(condition, x, 1.0, xtol=1e-15, rtol=1e-13)


def network_conductivity(p, x, size, rng):
    """Periodic cubic network: bonds 1 (probability p) or x, Kirchhoff laws."""
    n = size**3
    nodes = np.arange(n).reshape(size, size, size)
    start = np.tile(nodes.ravel(), 3)
    end = np.concatenate([np.roll(nodes, -1, a).ravel() for a in range(3)])
    bonds = np.arange(3 * n)
    incidence = coo_matrix(
        (np.concatenate([np.ones(3 * n), -np.ones(3 * n)]),
         (np.concatenate([bonds, bonds]), np.concatenate([start, end]))),
        shape=(3 * n, n)).tocsr()
    g = np.where(rng.random(3 * n) < p, 1.0, x)
    applied = np.zeros(3 * n)
    applied[:n] = 1.0
    laplacian = (incidence.T @ diags(g) @ incidence).tocsc()
    rhs = -(incidence.T @ (g * applied))
    u = np.zeros(n)
    u[1:] = spsolve(laplacian[1:, 1:], rhs[1:], permc_spec="MMD_AT_PLUS_A")
    drop = incidence @ u + applied
    return np.sum(g[:n] * drop[:n]) / n


# --- internal field of one grain: numerical solution against closed form ---
for dim in (2, 3):
    for sigma, medium in ((1.0, 0.25), (1e-4, 0.25), (1.0, 0.6)):
        closed = dim * medium / (sigma + (dim - 1) * medium)
        assert abs(grain_field(sigma, medium, dim) / closed - 1) < 3e-3

# --- self-consistency using only numerical grain fields ---
tiny = 1e-7
numeric_ratio = brentq(
    lambda s: 0.5 * grain_field(1.0, s, 3)
    + 0.5 * grain_field(tiny, s, 3) - 1, 0.05, 0.9)
assert abs(numeric_ratio - 0.25) < 3e-3
field_metal = grain_field(1.0, 0.25, 3)
field_insulator = grain_field(tiny, 0.25, 3)
assert abs(field_metal - 0.5) < 2e-3
assert abs(field_insulator - 1.5) < 5e-3
assert abs(0.5 * field_metal - 0.25) < 1e-3

# --- insulating limit, threshold and leakage ---
for f in (0.4, 0.5, 0.7, 0.9):
    assert abs(bruggeman(f, 1e-9) - (3 * f - 1) / 2) < 1e-6
assert bruggeman(0.2, 1e-9) < 1e-7
leak_slope = (bruggeman(0.5, 1e-6) - 0.25) / 1e-6
assert abs(leak_slope - 9 / 4) < 1e-3
assert abs(bruggeman(0.5, 1e-4, dim=2) - np.sqrt(1e-4)) < 1e-9

# --- both roots, from symbolic clearing of the defining condition ---
s, f, y = sp.symbols("s f y")
definition = f * (1 - s) / (1 + 2 * s) + (1 - f) * (y - s) / (y + 2 * s)
numerator = sp.numer(sp.together(definition))
quadratic = 2 * s**2 - ((3 * f - 1) + (2 - 3 * f) * y) * s - y
quotient = sp.cancel(numerator / quadratic)
assert quotient.is_number and quotient != 0
poly = sp.Poly(numerator.subs({f: sp.Rational(1, 2), y: sp.Rational(1, 10**6)}), s)
roots = sorted(float(sp.re(r)) for r in poly.nroots())
assert -1e-5 < roots[0] < 0 and abs(roots[1] - 0.25) < 1e-5

# --- mean-field accuracy against explicit random networks ---
# Tolerances allow for sampling, finite size and real mean-field error.
rng = np.random.default_rng(12)
network = {}
for p, tolerance in ((0.5, 0.03), (0.8, 0.02)):
    samples = [network_conductivity(p, 1e-4, 14, rng) for _ in range(6)]
    network[p] = (np.mean(samples), np.std(samples, ddof=1) / np.sqrt(6))
    assert abs(network[p][0] - bruggeman(p, 1e-4)) < tolerance

# --- worked device: rough values in the vanadium dioxide regime ---
sigma_m, sigma_i = 3000.0, 0.3       # S/cm
temperature = 340.0                  # K
thickness, grain = 200.0, 20.0       # nm
length, width = 10.0, 5.0            # micrometre
voltage = 0.1                        # V
x = sigma_i / sigma_m
sigma_e = 0.25 * sigma_m
sigma_leaky = bruggeman(0.5, x) * sigma_m
area_cm2 = width * 1e-4 * thickness * 1e-7
resistance = length * 1e-4 / (sigma_e * area_cm2)
current = voltage / resistance
power = voltage * current
mean_field = voltage / (length * 1e-4)   # V/cm

# error of 0.01 in metallic fraction
fraction_shift = (bruggeman(0.51, 1e-9) / bruggeman(0.5, 1e-9) - 1) * 100
assert abs(fraction_shift - 6) < 1e-3

# randomly oriented prolate grains, aspect ratio two
a, b = 2.0, 1.0
L_long = a*b*b/2 * quad(lambda t: (t+a*a)**-1.5 / (t+b*b), 0, np.inf)[0]
L_short = a*b*b/2 * quad(lambda t: (t+a*a)**-0.5 / (t+b*b)**2, 0, np.inf)[0]
assert abs(L_long + 2 * L_short - 1) < 1e-7
factors = np.array([L_long, L_short, L_short])
shape_ratio = brentq(
    lambda q: np.mean((1-q)/(q+factors*(1-q))) - np.mean(1/(1-factors)),
    1e-6, 1.0)

# heating: isothermal disc of equal area on a thick substrate
k_substrate = 20.0                   # W/(m K), rough
disc_radius = np.sqrt(length * width * 1e-12 / np.pi)
heating = power / (4 * k_substrate * disc_radius)

# two transfer-length contacts
rho_contact = 1e-7                   # ohm cm^2, rough
sheet = 1 / (sigma_e * thickness * 1e-7)
transfer = np.sqrt(rho_contact / sheet)
contact_resistance = 2 * sheet * transfer / (width * 1e-4)

# mean free path for a free-electron sphere
density = 3e22                       # cm^-3, rough
k_fermi = (3 * np.pi**2 * density * 1e6)**(1 / 3)
free_path = (const.hbar * k_fermi * sigma_m * 100
             / (density * 1e6 * const.e**2)) * 1e9

# tunnelling probability decay length below a rough barrier
barrier = 0.3                        # eV
decay = const.hbar / (2*np.sqrt(2*const.m_e*barrier*const.e)) * 1e9

# voltage on an insulating grain, and sinh-law correction to its conduction
grain_voltage = 1.5 * mean_field * grain * 1e-7
thermal_voltage = const.k * temperature / const.e
u = grain_voltage / thermal_voltage
nonlinearity = (np.sinh(u) / u - 1) * 100

# boundary resistance that adds ten per cent to a metallic grain
boundary_limit = 0.1 * grain * 1e-7 / sigma_m

print("TESTS AND MODEL RATIOS")
print(f"sigma_e/sigma_m from numerical grain fields: {numeric_ratio:.4f}")
print(f"Field in metallic grain / E0: {field_metal:.4f}")
print(f"Field in insulating grain / E0: {field_insulator:.4f}")
print(f"Leakage slope d(sigma_e)/d(sigma_i): {leak_slope:.4f}")
print(f"Roots at x=1e-6: {roots[0]:.3e} and {roots[1]:.6f}")
for p in network:
    print(f"Network p={p}: {network[p][0]:.4f} +/- {network[p][1]:.4f}"
          f"; Bruggeman {bruggeman(p, 1e-4):.4f}")
print("DEVICE INPUTS (rough)")
print(f"Metallic conductivity: {sigma_m:.0f} S/cm")
print(f"Insulating conductivity: {sigma_i:.1f} S/cm")
print(f"Temperature: {temperature:.0f} K")
print(f"Film thickness: {thickness:.0f} nm; grain size: {grain:.0f} nm")
print(f"Channel length: {length:.0f} um; width: {width:.0f} um")
print(f"Read voltage: {voltage:.2f} V")
print("DEVICE RESULTS")
print(f"Effective conductivity, ideal insulator: {sigma_e:.1f} S/cm")
print(f"Channel resistance: {resistance:.1f} ohm")
print(f"Current: {current*1e3:.3f} mA; power: {power*1e6:.1f} uW")
print(f"Mean field: {mean_field:.1f} V/cm")
print(f"Field in metallic grains: {0.5*mean_field:.1f} V/cm")
print(f"Field in insulating grains: {1.5*mean_field:.1f} V/cm")
print("NEGLECTED EFFECTS")
print(f"Conductivity with leakage: {sigma_leaky:.2f} S/cm")
print(f"Leakage correction: {(sigma_leaky/sigma_e-1)*100:.3f} %")
print(f"Change for f=0.51 instead of 0.50: {fraction_shift:.2f} %")
print(f"Aspect-two grain factors: {L_long:.4f}, {L_short:.4f}")
print(f"Aspect-two grains, sigma_e/sigma_m: {shape_ratio:.4f}")
print(f"Thickness / grain size: {thickness/grain:.1f}")
print(f"Two-dimensional sigma_e: {bruggeman(0.5,x,2)*sigma_m:.1f} S/cm")
print(f"Substrate thermal conductivity: {k_substrate:.0f} W/(m K)")
print(f"Self-heating: {heating:.3f} K")
print(f"Specific contact resistance: {rho_contact:.1e} ohm cm2")
print(f"Two contacts together: {contact_resistance:.2f} ohm")
print(f"Contacts / channel: {contact_resistance/resistance*100:.1f} %")
print(f"Carrier density: {density:.1e} cm^-3")
print(f"Metallic mean free path: {free_path:.2f} nm")
print(f"Tunnel barrier: {barrier:.1f} eV; decay length: {decay:.3f} nm")
print(f"Grain size / tunnel decay length: {grain/decay:.1f}")
print(f"Insulating-grain voltage: {grain_voltage*1e3:.3f} mV")
print(f"Thermal voltage: {thermal_voltage*1e3:.2f} mV")
print(f"Sinh-law field correction: {nonlinearity:.5f} %")
print(f"10 % boundary-resistance level: {boundary_limit:.2e} ohm cm2")
print("OK")
```

Printed output:

```
TESTS AND MODEL RATIOS
sigma_e/sigma_m from numerical grain fields: 0.2500
Field in metallic grain / E0: 0.5000
Field in insulating grain / E0: 1.5000
Leakage slope d(sigma_e)/d(sigma_i): 2.2500
Roots at x=1e-6: -2.000e-06 and 0.250002
Network p=0.5: 0.2527 +/- 0.0049; Bruggeman 0.2502
Network p=0.8: 0.6955 +/- 0.0057; Bruggeman 0.7001
DEVICE INPUTS (rough)
Metallic conductivity: 3000 S/cm
Insulating conductivity: 0.3 S/cm
Temperature: 340 K
Film thickness: 200 nm; grain size: 20 nm
Channel length: 10 um; width: 5 um
Read voltage: 0.10 V
DEVICE RESULTS
Effective conductivity, ideal insulator: 750.0 S/cm
Channel resistance: 133.3 ohm
Current: 0.750 mA; power: 75.0 uW
Mean field: 100.0 V/cm
Field in metallic grains: 50.0 V/cm
Field in insulating grains: 150.0 V/cm
NEGLECTED EFFECTS
Conductivity with leakage: 750.67 S/cm
Leakage correction: 0.090 %
Change for f=0.51 instead of 0.50: 6.00 %
Aspect-two grain factors: 0.1736, 0.4132
Aspect-two grains, sigma_e/sigma_m: 0.2525
Thickness / grain size: 10.0
Two-dimensional sigma_e: 30.0 S/cm
Substrate thermal conductivity: 20 W/(m K)
Self-heating: 0.235 K
Specific contact resistance: 1.0e-07 ohm cm2
Two contacts together: 10.33 ohm
Contacts / channel: 7.7 %
Carrier density: 3.0e+22 cm^-3
Metallic mean free path: 0.39 nm
Tunnel barrier: 0.3 eV; decay length: 0.178 nm
Grain size / tunnel decay length: 112.2
Insulating-grain voltage: 0.300 mV
Thermal voltage: 29.30 mV
Sinh-law field correction: 0.00175 %
10 % boundary-resistance level: 6.67e-11 ohm cm2
OK
```
